# Klein's Mean Pair-Creation Energy from Uniformly Filled Parabolic Bands

## The problem

An energetic electron in a semiconductor can lift a valence electron across the gap \(E_g\), leaving two conduction electrons and a hole. If these carriers are energetic enough, they ionize in turn. The cascade stops when no carrier can ionize any more. Ionizing radiation striking a power transistor generates charge in this way.

Kinetic energy \(K\) is measured from the band edge: upward for electrons, downward for holes. Assume the following.

- Both bands are isotropic and parabolic in three dimensions, with equal masses and a direct gap at the zone centre.
- When the cascade stops, electrons and holes each fill momentum space with uniform, small occupation from \(K=0\) up to \(K_{\max}=\tfrac32E_g\), with nothing above.
- No energy goes to phonons while the cascade runs.

**Questions.** (a) How is the mean energy \(\varepsilon\) spent per pair related to the mean residual kinetic energies? (b) Why is \(\tfrac32E_g\) a reasonable cutoff? (c) What is \(\varepsilon\) in units of \(E_g\)? (d) How much charge does 1 MeV generate in gallium nitride, with a gap of about 3.4 eV?

## Hints

1. Count the carriers present after \(N\) ionizations. Each ionization stores \(E_g\); the rest of the initial energy is still kinetic.
2. For the cutoff, find the smallest kinetic energy that three final carriers can have when their total momentum is prescribed. Separate the motion of their centre of mass.
3. Uniform filling of momentum space is not uniform filling in energy. Convert \(k^2\,dk\) into an energy weight before averaging.
4. A pair leaves two residual carriers, an electron and a hole.

## Full solution

### (a) Energy balance

Let the primary electron start with kinetic energy \(E_0\). Each ionization adds one electron and one hole, so after \(N\) of them there are \(N+1\) electrons and \(N\) holes. Without phonon loss, energy conservation gives
\[
E_0=NE_g+(N+1)\langle K_e\rangle+N\langle K_h\rangle .
\]
Division by \(N\) gives the energy spent per pair:
\[
\frac{E_0}{N}=E_g+\langle K_e\rangle+\langle K_h\rangle+\frac{\langle K_e\rangle}{N}.
\]
The last term belongs to the primary electron, which is left over at the end. It vanishes for a large cascade, because \(\langle K_e\rangle\) stays below the cutoff while \(N\) grows. Hence
\[
\varepsilon=E_g+\langle K_e\rangle+\langle K_h\rangle .
\]

The residual kinetic energy later heats the lattice. It still counts as a cost of making the pair, because it can no longer produce ionization.

This balance and the cutoff alone do not fix \(\varepsilon\). Since each mean lies between 0 and \(\tfrac32E_g\), they only require \(E_g\le\varepsilon\le4E_g\). The filling assumption selects a value within this range.

### (b) The cutoff

Consider an electron of momentum \(\mathbf P\) and mass \(m_e\) that produces two electrons and a hole of mass \(m_h\). The masses are kept general for later use. Let the final carriers have masses \(m_i\) and velocities \(\mathbf v_i\), and define
\[
M=2m_e+m_h,\qquad \mathbf V=\frac{\mathbf P}{M}.
\]
Momentum conservation requires \(\sum_i m_i\mathbf v_i=\mathbf P\). Expanding the kinetic energy relative to \(\mathbf V\),
\[
\sum_i\frac{m_i}{2}|\mathbf v_i-\mathbf V|^2
=\sum_i\frac{m_iv_i^2}{2}-\mathbf V\cdot\mathbf P+\frac{MV^2}{2}.
\]
Because \(\mathbf V\cdot\mathbf P=P^2/M\) and \(MV^2/2=P^2/(2M)\), this rearranges to
\[
\sum_i\frac{m_iv_i^2}{2}
=\frac{P^2}{2M}+\sum_i\frac{m_i}{2}|\mathbf v_i-\mathbf V|^2 .
\]
The last sum cannot be negative. The final kinetic energy is therefore at least \(P^2/(2M)\), a value reached when all three velocities are equal.

The initial energy is \(E=P^2/(2m_e)\), so \(P^2/(2M)=Em_e/M\). Energy conservation then requires
\[
E\ge E_g+\frac{m_e}{M}E
\quad\Longrightarrow\quad
E\left(\frac{M-m_e}{M}\right)\ge E_g .
\]
With \(M-m_e=m_e+m_h\), the electron threshold is
\[
E_{\mathrm{th},e}=E_g\,\frac{2m_e+m_h}{m_e+m_h}.
\]
For equal masses this is \(\tfrac32E_g\), and the hole threshold is the same by symmetry. A direct numerical search over all final momenta also gave \(1.5000\,E_g\).

Carriers below this energy cannot ionize within the model, which motivates the upper edge of the residual distribution. It does not show that the states below the edge are filled uniformly. That remains a separate postulate.

### (c) Phase-space average and result

Uniform occupation gives every momentum state the same weight. The number of states in a spherical shell is proportional to \(k^2\,dk\). For a parabolic band of mass \(m\),
\[
K=\frac{\hbar^2k^2}{2m},\qquad
k=\frac{\sqrt{2mK}}{\hbar},\qquad
dk=\frac{\sqrt{2m}}{2\hbar}\frac{dK}{\sqrt K},
\]
and therefore
\[
k^2\,dk=\frac{2mK}{\hbar^2}\,\frac{\sqrt{2m}}{2\hbar}\frac{dK}{\sqrt K}
=\frac{(2m)^{3/2}}{2\hbar^3}\sqrt K\,dK .
\]
The constant prefactor, the spin factor and the uniform occupation cancel from the mean:
\[
\langle K\rangle
=\frac{\int_0^{K_{\max}}K^{3/2}\,dK}{\int_0^{K_{\max}}K^{1/2}\,dK}
=\frac{\tfrac25K_{\max}^{5/2}}{\tfrac23K_{\max}^{3/2}}
=\frac35K_{\max}.
\]
The mean lies above the midpoint because there are more states at higher energy. As a check, averaging \(K/K_{\max}\) over the points of a cubic momentum lattice inside a sphere of radius 60 spacings gave 0.5997. The small difference from 0.6 comes from representing a sphere by a finite lattice.

With \(K_{\max}=\tfrac32E_g\), each residual carrier has
\[
\langle K_e\rangle=\langle K_h\rangle=\frac35\cdot\frac32E_g=\frac9{10}E_g .
\]
The energy balance then gives
\[
\boxed{\varepsilon=E_g+2\left(\frac9{10}E_g\right)=\frac{14}{5}E_g } .
\]
Of the 2.8 gaps spent, one is stored in the pair and 1.8 remain as kinetic energy. This is a mean cost over a large cascade. The threshold for a single ionization is the smaller energy \(\tfrac32E_g\), and neither number is a breakdown field.

### (d) Charge generated in gallium nitride

For a rough gap of 3.4 eV,
\[
K_{\max}=1.5\times3.40=5.10\ \text{eV},\qquad
\langle K\rangle=0.6\times5.10=3.06\ \text{eV},
\]
\[
\varepsilon=3.40+2\times3.06=9.52\ \text{eV}.
\]
A deposit of 1 MeV therefore creates
\[
N=\frac{1.00\times10^6\ \text{eV}}{9.52\ \text{eV}}=1.05\times10^5
\]
pairs. Multiplication by the elementary charge gives about 16.8 fC of each sign. The charge reaching a contact can be smaller because of recombination and trapping, or larger if the device has internal gain.

### How much rests on uniform filling

Changing the weight while keeping the cutoff fixed shows how sensitive the result is. A distribution uniform in energy has \(\langle K\rangle=\tfrac12K_{\max}=\tfrac34E_g\), so \(\varepsilon=\tfrac52E_g\).

A second comparison follows a cascade event by event. Each carrier above \(\tfrac32E_g\) ionizes, and its energy beyond \(E_g\) is divided at random among three carriers, with probability proportional to \(\sqrt{K_1K_2K_3}\). Momentum conservation enters only through the cutoff. Starting from 500 gaps per primary, the mean residual energy was \(0.529\,E_g\) (the last digit carries sampling noise; the converged value is 0.528) and the energy spent per pair was \(2.06\,E_g\). The balance in part (a) gives \(1+2\times0.529\approx2.06\) gaps, in agreement.

This cascade therefore ends with much less residual energy than uniform filling assumes. One reason can be read from a single event: a parent of energy \(E\) leaves three carriers with mean energy \((E-E_g)/3\). This is below \(0.9E_g\) whenever \(E<3.7E_g\), and at the threshold it is just \(E_g/6\). Thus 14/5 follows from the uniform-filling postulate; it is not a general consequence of having a threshold at \(\tfrac32E_g\).

### The model beside a real device

Measured pair energies for gallium nitride are roughly 9 eV, close to the model's 9.5 eV. This closeness does not confirm the assumptions, since replacing uniform filling by the random cascade alone lowers the estimate to 7.0 eV. Both parabolic bands are also taken beyond their range. For the valence band, a count of states indicates this. With a rough hole mass of 1.0 free-electron mass, the cutoff lies at \(k=11.6\ \text{nm}^{-1}\), comparable with \(10.9\ \text{nm}^{-1}\), the radius of a sphere with the volume of the whole Brillouin zone. In wurtzite, neglecting spin-orbit coupling, bands join in pairs on the zone face \(k_z=\pi/c\), so a band continues into a zone twice as large, of equivalent radius \(13.7\ \text{nm}^{-1}\). The model fills about 60% of that doubled zone, far more than a band-edge parabola can describe. A full band structure would be needed to find the resulting change in \(\varepsilon\).

Other effects can be sized for the same device:

- **Temperature.** With a rough gap slope of \(-0.5\) meV/K, heating from 300 to 450 K lowers \(\varepsilon\) by 0.21 eV at fixed ratio \(\varepsilon/E_g\).
- **Electric field.** A carrier displaced 10 nm along the electric force in a field of 1 MV/cm gains 1 eV. A carrier moving against the force loses energy instead. If the carriers have a net displacement along the force during the cascade, the field supplies part of the energy that the balance assigns to radiation.
- **Pauli blocking.** For an assumed track density of \(10^{18}\ \text{cm}^{-3}\) and an electron mass of 0.2, the mean occupation of the electron states below the cutoff is about \(2\times10^{-4}\). The dilute assumption is sound at this density, which corresponds to 1 MeV spread over a cylinder roughly 2.5 µm long and 120 nm in radius. The core of an ion track can be far denser: the same deposit within a 10 nm radius gives about \(10^{20}\ \text{cm}^{-3}\) and a mean occupation near 0.03. In the random cascade the states nearest the band edge are filled five to six times more than the mean, so blocking need not be negligible in such a core.

## Variation 1: unequal masses

Suppose each species uniformly fills its band up to its own threshold. What happens to \(\varepsilon\)?

Exchanging the masses in the electron threshold gives the hole threshold. Their sum is
\[
E_{\mathrm{th},e}+E_{\mathrm{th},h}
=E_g\,\frac{(2m_e+m_h)+(2m_h+m_e)}{m_e+m_h}=3E_g .
\]
The factor \(3/5\) does not depend on mass, so
\[
\varepsilon=E_g+\frac35\left(E_{\mathrm{th},e}+E_{\mathrm{th},h}\right)
=E_g+\frac95E_g=\frac{14}{5}E_g .
\]
The result is unchanged for any mass ratio within the parabolic, direct-gap model. For masses 0.2 and 1.0, the electron and hole thresholds are \(1.167E_g\) and \(1.833E_g\): the lighter species has the lower threshold, and the heavier one compensates.

The cancellation need not survive a change of band shape. Let the conduction band obey
\[
K(1+\alpha K)=\frac{\hbar^2k^2}{2m_e},
\]
with a rough \(\alpha=0.2\ \text{eV}^{-1}\), and keep the hole band parabolic. For the 3.4 eV gap, the electron threshold rises from 3.97 to 4.68 eV, while the hole threshold changes only from 6.23 to 6.21 eV. Filling each band uniformly to its new threshold gives \(\varepsilon=10.3\) eV, which is 0.8 eV above the parabolic value. This illustrates the sensitivity to band shape and is not a prediction for gallium nitride. At the new electron threshold \(\alpha K\) is already 0.94, and the wave number of \(6.9\ \text{nm}^{-1}\) is more than half of \(2\pi/c=12.1\ \text{nm}^{-1}\), the extent along the c axis of the doubled zone into which the band continues across the face at \(6.0\ \text{nm}^{-1}\).

## Variation 2: phonons emitted during the cascade

Now let the carriers emit a net average of \(r\) phonons of energy \(E_{\mathrm{ph}}\) per pair while the cascade is running. Keep the residual distribution fixed. The energy balance gains one term:
\[
E_0=NE_g+(N+1)\langle K_e\rangle+N\langle K_h\rangle+NrE_{\mathrm{ph}} .
\]
Dividing by \(N\) and taking the large-cascade limit gives
\[
\varepsilon_{\text{total}}=\frac{14}{5}E_g+rE_{\mathrm{ph}} .
\]
Phonons emitted later, as the residual carriers cool, must not be included in \(r\). Their energy is already contained in the \(\tfrac95E_g\) of residual kinetic energy.

For a rough optical-phonon energy of 0.09 eV and an assumed \(r=8\), the added loss is \(8\times0.09=0.72\) eV. The gallium nitride estimate becomes \(9.52+0.72=10.24\) eV, an increase of about 8% over the value without phonon loss. The model does not determine \(r\); that requires the competing rates of phonon emission and ionization. The values used here are collected in the numerical output below.

## Computed values

```
MODEL TESTS
mean K/Kmax, isotropic lattice sum: 0.5997
mean K/Kmax, ellipsoidal lattice sum: 0.5999
pair energy from lattice sum: 2.7991 gaps
pair energy from formula: 2.8000 gaps
pair energy if uniform in energy: 2.5000 gaps
threshold, equal masses: 1.5000 gaps
electron threshold, masses 0.2 and 1: 1.1667 gaps
hole threshold, masses 0.2 and 1: 1.8333 gaps
pair energy, those thresholds: 2.8000 gaps
random cascade, primary energy: 500 gaps
random cascade, mean residual: 0.529 gaps
random cascade, energy per pair: 2.060 gaps
random cascade, 1 + 2*residual: 2.057 gaps
GALLIUM NITRIDE EXAMPLE, ROUGH INPUTS
gap: 3.40 eV
electron mass: 0.20 free-electron masses
hole mass: 1.00 free-electron masses
kinetic-energy cutoff: 5.10 eV
mean residual energy per carrier: 3.06 eV
mean pair-creation energy: 9.52 eV
deposited energy: 1.00 MeV
pairs created: 1.050e+05
generated charge of one sign: 16.83 fC
SIZE OF NEGLECTED EFFECTS
optical phonon energy: 0.090 eV
assumed phonons per pair: 8
phonon loss per pair: 0.72 eV
pair energy with phonon loss: 10.24 eV
nonparabolicity alpha: 0.20 1/eV
nonparabolic electron threshold: 4.68 eV
nonparabolic-case hole threshold: 6.21 eV
nonparabolic pair energy: 10.30 eV
random-cascade pair energy: 7.00 eV
gap slope: -0.50 meV/K
temperatures: 300 and 450 K
pair-energy shift on heating: -0.21 eV
electric field: 1.0 MV/cm
assumed path along field: 10 nm
field energy gain per carrier: 1.00 eV
assumed track pair density: 1.0e+18 cm^-3
electron density at full filling: 4.68e+21 cm^-3
mean electron-state occupation: 2.1e-04
lattice constant a: 0.32 nm
lattice constant c: 0.52 nm
electron wave number at cutoff: 5.17 1/nm
hole wave number at cutoff: 11.57 1/nm
zone-boundary wave number along c: 6.04 1/nm
radius of sphere with zone volume: 10.87 1/nm
```
